\section*{Acceptance and Emergent Width in Asymmetric Bragg Reflection}

Let the reflecting planes of a crystal lie parallel to its surface. The reciprocal-lattice vector is then normal to the surface, so diffraction leaves the tangential component of the wave vector unchanged. A wave of fixed wavelength arriving at glancing angle $\phi_0$ leaves at the same angle, as from a mirror. Whatever range of angles the crystal accepts, it emits a beam of the same angular range. Call this common range $\omega_s$.

Now cut the surface so that the planes are tilted to it by an angle $\tau$. The reciprocal-lattice vector $\mathbf h$, of length $h$, acquires a fixed tangential component, and the mirror rule is lost. With $\theta_B$ the Bragg angle, the glancing angles to the surface are
\begin{equation}
\phi_0=\theta_B-\tau,\qquad \phi_h=\theta_B+\tau
\end{equation}
for the incident and diffracted beams. Conservation of the tangential component reads
\begin{equation}
K\cos\phi_h=K\cos\phi_0-h\sin\tau,\qquad K=2\pi/\lambda .
\end{equation}
At fixed wavelength the last term is constant, and differentiation gives
\begin{equation}
\sin\phi_h\,d\phi_h=\sin\phi_0\,d\phi_0,\qquad
\frac{d\phi_h}{d\phi_0}=\frac{\sin\phi_0}{\sin\phi_h}\equiv|b| .
\label{eq:map}
\end{equation}
If the accepted range is $\omega_0$, the emergent range is therefore $\omega_h=|b|\omega_0$. Geometry fixes the ratio of the two widths. Their separate values depend on how strongly the crystal couples the two waves, and for a thick, perfect, non-absorbing crystal they will turn out to be
\begin{equation}
\omega_0=\frac{\omega_s}{\sqrt{|b|}},\qquad
\omega_h=\omega_s\sqrt{|b|},\qquad \omega_0\omega_h=\omega_s^2 .
\label{eq:law}
\end{equation}
The acceptance is widened for grazing incidence, $|b|<1$. For grazing exit, $|b|>1$, it is narrowed and the emergent beam is widened. The product is conserved in a definite sense: the surface cut changes while the reflection and the wavelength are held fixed.

To find $\omega_0$, take the electric field $E$ normal to the plane of incidence and the time factor $e^{-i\omega t}$. The field obeys $\nabla^2E+K^2(1+\chi)E=0$. In the two-beam approximation one keeps
\begin{align}
\chi&=\chi_0+\chi_he^{i\mathbf h\cdot\mathbf r}+\chi_{-h}e^{-i\mathbf h\cdot\mathbf r},\\
E&=E_0e^{i\mathbf k_0\cdot\mathbf r}+E_he^{i\mathbf k_h\cdot\mathbf r},
\qquad \mathbf k_h=\mathbf k_0+\mathbf h .
\end{align}
Collecting the terms that vary as each of the two waves gives
\begin{align}
\left(k_0^2/K^2-1-\chi_0\right)E_0&=\chi_{-h}E_h,\label{eq:first}\\
\left(k_h^2/K^2-1-\chi_0\right)E_h&=\chi_hE_0.
\end{align}
The crystal is taken to be centrosymmetric, so $\chi_{-h}=\chi_h$, which is real when there is no absorption. For X-rays far above the main absorption edges $\chi_0$ is negative.

Let $\mathbf n$ be the surface normal pointing into the crystal and $\mathbf K_0$ the incident vacuum wave vector. Continuity along the surface allows the wave vector to change only along the normal, so $\mathbf k_0=\mathbf K_0+Kq\mathbf n$ with an unknown number $q$. Define the direction cosines
\begin{equation}
\gamma_0=\frac{\mathbf n\cdot\mathbf K_0}{K}=\sin\phi_0,\qquad
\gamma_h=\frac{\mathbf n\cdot(\mathbf K_0+\mathbf h)}{K}=-\sin\phi_h ,
\end{equation}
the second evaluated at the Bragg angle. Their ratio $b=\gamma_0/\gamma_h=-|b|$ is negative because the diffracted beam comes back out. Squaring the wave vectors,
\begin{align}
k_0^2/K^2&=1+2\gamma_0q+q^2,\\
k_h^2/K^2&=1+\alpha+2\gamma_hq+q^2,\qquad
\alpha=\frac{2\mathbf K_0\cdot\mathbf h+h^2}{K^2}.
\end{align}
If $\theta$ is the glancing angle to the planes, then $\mathbf K_0\cdot\mathbf h=-Kh\sin\theta$, and Bragg's law is $h=2K\sin\theta_B$. With $\delta=\theta-\theta_B$ small,
\begin{equation}
\alpha=4\sin\theta_B(\sin\theta_B-\sin\theta)\simeq-2\delta\sin2\theta_B .
\end{equation}
Since $|q|$ is at most of order $|\chi_0|$ divided by the smaller of $\gamma_0$ and $|\gamma_h|$, the terms $q^2$ may be dropped when $|\chi_0|\ll\gamma_0^2$ and $|\chi_0|\ll\gamma_h^2$, that is, when both beams are well above the critical angle. The two field equations have a non-zero solution if
\begin{equation}
(2\gamma_0q-\chi_0)(2\gamma_hq+\alpha-\chi_0)=\chi_h^2 .
\end{equation}

Introduce $u=2\gamma_0q-\chi_0$. Then $2\gamma_hq=(u+\chi_0)/b$, and multiplication by $b$ turns the condition into
\begin{equation}
u\left[u+\chi_0+b(\alpha-\chi_0)\right]=b\chi_h^2 .
\end{equation}
Putting $b=-|b|$ and inserting $\alpha$,
\begin{equation}
u^2+2Bu+|b|\chi_h^2=0,\qquad
B=|b|\,\delta\sin2\theta_B+\tfrac12\chi_0(1+|b|),
\label{eq:quad}
\end{equation}
with roots $u=-B\pm\sqrt{B^2-|b|\chi_h^2}$. They are complex when $|B|<\sqrt{|b|}\,|\chi_h|$. The wave that decays into the crystal is then the one with $\operatorname{Im}q>0$, and its modulus follows from
\begin{equation}
|u|^2=B^2+\left(|b|\chi_h^2-B^2\right)=|b|\chi_h^2 .
\end{equation}
Equation \eqref{eq:first} says $E_h/E_0=u/\chi_h$, so $|E_h/E_0|^2=|b|$ throughout this range. Well above the critical angle the specular wave is negligible, and these amplitudes are also those of the vacuum beams. The power crossing unit area of surface carries a factor $\sin\phi$ for each beam, so
\begin{equation}
R=\frac{\sin\phi_h|E_h|^2}{\sin\phi_0|E_0|^2}=\frac1{|b|}\,|b|=1 .
\end{equation}
Reflection is total, although for $|b|<1$ the diffracted beam is less intense than the incident one: the same power is spread over a wider beam.

The total-reflection range in $B$ has length $2\sqrt{|b|}\,|\chi_h|$. Because $B$ changes with angle at the rate $|b|\sin2\theta_B$, the angular range is
\begin{equation}
\omega_0=\frac{2\sqrt{|b|}\,|\chi_h|}{|b|\sin2\theta_B}
=\frac1{\sqrt{|b|}}\,\frac{2|\chi_h|}{\sin2\theta_B}.
\end{equation}
Setting $|b|=1$ identifies $\omega_s=2|\chi_h|/\sin2\theta_B$. Equation \eqref{eq:map} then gives $\omega_h=|b|\omega_0=\sqrt{|b|}\,\omega_s$, and multiplying the two widths proves \eqref{eq:law}. The centre of the range, where $B=0$, lies above the Bragg angle by
\begin{equation}
\delta_0=-\frac{\chi_0(1+1/|b|)}{2\sin2\theta_B},
\label{eq:offset}
\end{equation}
which is positive because $\chi_0<0$. This is the refraction shift.

A measured curve is usually described by its width at half maximum. Put $\eta=B/(\sqrt{|b|}\,\chi_h)$. Outside the total range the acceptable root is the one for which the reflected wave dies away far from the peak, so for $\eta>1$
\begin{equation}
R=\frac{|u|^2}{|b|\chi_h^2}=\left(\eta-\sqrt{\eta^2-1}\right)^2 .
\end{equation}
At $R=1/2$ the bracket equals $1/\sqrt2$. Its reciprocal is $\eta+\sqrt{\eta^2-1}=\sqrt2$, and adding the two gives $\eta=3/(2\sqrt2)=1.0607$. The other side is the mirror image. Half-maximum widths are thus larger than total-reflection ranges by the factor $1.0607$ for every cut, which leaves the reciprocal scaling intact.

The square roots have a physical origin in the depth to which the wave penetrates. At the centre, $\operatorname{Im}u=\sqrt{|b|}\,|\chi_h|$, so $\operatorname{Im}q=|\chi_h|/(2\sqrt{\gamma_0|\gamma_h|})$. The intensity falls as $e^{-2K\operatorname{Im}(q)z}$, with $1/e$ depth
\begin{equation}
\Lambda=\frac{\lambda\sqrt{\sin\phi_0\sin\phi_h}}{2\pi|\chi_h|}.
\label{eq:depth}
\end{equation}
Compare a film of thickness $t\ll\Lambda$, in which each wave scatters at most once. The diffracted amplitude is a sum over depth of $e^{i\kappa z}$, where $\kappa$ is the mismatch in normal wave vector between the scattered wave and the vacuum wave it feeds. Apart from refraction,
\begin{equation}
\frac{\kappa}{K}=\sin\phi_0-2\sin\theta_B\cos\tau+\sin\phi_h ,
\end{equation}
with the angles here varying about their Bragg values. By \eqref{eq:map},
\begin{equation}
\frac1K\frac{d\kappa}{d\phi_0}=\cos\phi_0+\cos\phi_h\frac{\sin\phi_0}{\sin\phi_h}
=\frac{\sin(\phi_0+\phi_h)}{\sin\phi_h}=\frac{\sin2\theta_B}{\sin\phi_h}.
\end{equation}
The intensity is proportional to $(\sin x/x)^2$ with $x=\kappa t/2$. It halves at $x=\pm1.392$, and the acceptance at half maximum is
\begin{equation}
\omega_0^{\rm film}=\frac{4(1.392)}{Kt}\frac{\sin\phi_h}{\sin2\theta_B}
=0.886\,\frac{\lambda\sin\phi_h}{t\sin2\theta_B}.
\end{equation}
Multiplication by $|b|$ replaces $\sin\phi_h$ by $\sin\phi_0$ and gives the emergent width. The product of the two is proportional to $\sin\phi_0\sin\phi_h/t^2$. At fixed thickness it changes with the cut, so a thin film does not obey \eqref{eq:law}. A thick crystal chooses its own effective thickness, of order $\Lambda$. Since $\Lambda^2$ is itself proportional to $\sin\phi_0\sin\phi_h$, the geometry cancels from the product.

A second conserved quantity must be kept apart from this one. A beam illuminating a length $L$ of surface has width $W_0=L\sin\phi_0$ on arrival and $W_h=L\sin\phi_h=W_0/|b|$ on departure. Hence $\omega_0W_0=\omega_hW_h$: within one reflection, the beam becomes broader as it becomes more parallel if $|b|<1$, and the reverse if $|b|>1$. That statement follows from geometry alone and holds for the film too. The law $\omega_0\omega_h=\omega_s^2$ compares different cuts and needs the dynamical theory.

As an example take the 224 reflection from a (001) silicon wafer at grazing incidence, with a wavelength near copper K$\alpha$. The inputs are rough typical values: $\lambda=0.154$ nm, lattice constant $a=0.543$ nm, and scattering strengths of 14 electrons per atom forward and 6.5 for 224. From $\sin\theta_B=\lambda\sqrt{24}/(2a)$ and $\cos\tau=4/\sqrt{24}$,
\begin{equation}
\theta_B=44.003^\circ,\quad \tau=35.264^\circ,\quad
\phi_0=8.739^\circ,\quad \phi_h=79.268^\circ,
\end{equation}
so $|b|=0.1546$. Electrons responding as free charges give $\chi=-r_e\lambda^2\rho/\pi$, where $r_e$ is the classical electron radius and $\rho$ the effective electron density. With eight atoms per cell, $\chi_0=-1.488\times10^{-5}$. All eight scatter in phase for 224, hence $\chi_h=(6.5/14)\chi_0=-6.909\times10^{-6}$. The widths are
\begin{align}
\omega_s&=\frac{2(6.909\times10^{-6})}{\sin88.006^\circ}=2.852'',\\
\omega_0&=2.543\times2.852''=7.253''\quad(35.16\ \mu\text{rad}),\\
\omega_h&=0.3932\times2.852''=1.122''\quad(5.44\ \mu\text{rad}).
\end{align}
Their product is $8.134$ arcsec$^2$, the square of $\omega_s$. The digits serve the comparisons below and are not the accuracy for real silicon: an atomic form factor of $6.70$ with a dispersion correction of about $0.25$ and a thermal factor of about $0.91$ gives $6.33$ electrons for 224, which lowers all three widths by about 2.6 per cent and raises the depth $\Lambda$ by about as much, while $14.25$ electrons forward raise the refraction shift by about 2 per cent. The centre lies $11.47''$ above the Bragg angle. A beam 1 mm wide leaves 6.46 mm wide. Sending the beam in along the opposite path exchanges the two angles, and with them the two widths.

These values were compared with a solution of the two-beam equations that keeps $q^2$, includes the specular wave, and matches the field and its normal derivative at the surface. It gives half-maximum widths of $7.690''$ for acceptance and $1.190''$ for emergence, against $3.025''$ for the symmetric cut. The product divided by its symmetric value is $0.9997$. In tests at tilts of $0$, $\pm20^\circ$ and $\pm35.264^\circ$, both widths agreed with $1.0607$ times the law to within 0.2 per cent, as did the conservation of the product. The negative tilts are the grazing-exit cases.

The small deficit grows as either beam approaches the surface. Grazing incidence is treated here; reversing the path gives grazing exit. Inside the crystal the glancing angle $\phi'$ obeys $\sin^2\phi'=\sin^2\phi_0+\chi_0$. For small angles this gives $d\phi_0=(\sin\phi'/\sin\phi_0)\,d\phi'$. The width derived above, with $\phi'$ in place of $\phi_0$, applies to the internal angle, and conversion to the outside gives
\begin{align}
\omega_0&\simeq\omega_s\sqrt{\frac{\sin\phi_h}{\sin\phi'}}\;
\frac{\sin\phi'}{\sin\phi_0},\qquad
\omega_h=\frac{\sin\phi_0}{\sin\phi_h}\,\omega_0
\simeq\omega_s\sqrt{\frac{\sin\phi'}{\sin\phi_h}},\\
\frac{\omega_0\omega_h}{\omega_s^2}&\simeq\frac{\sin\phi'}{\sin\phi_0}
=\sqrt{1+\frac{\chi_0}{\sin^2\phi_0}} .
\end{align}
Here $\phi_0$ is the actual incidence angle at the centre of the peak. For cuts with nominal incidence $2^\circ$, $1^\circ$ and $0.5^\circ$ the full solution gives product ratios $0.9940$, $0.9765$ and $0.9148$; the estimate gives $0.9939$, $0.9764$ and $0.9147$. The critical angle, $\sqrt{|\chi_0|}$, is about $0.22^\circ$ here. The conservation law therefore loses some 9 per cent at nominal incidence $0.5^\circ$, where the actual angle, about $0.55^\circ$, is two and a half times critical, while at the $8.7^\circ$ of the example the loss is 0.03 per cent.

Absorption also disturbs the law, because it weighs differently on different cuts. An absorption coefficient $\mu=1.4\times10^{-5}$ nm$^{-1}$ corresponds to $\operatorname{Im}\chi_0=\mu\lambda/2\pi=3.43\times10^{-7}$, and $\operatorname{Im}\chi_h$ is taken as $0.95$ of this. To first order in the imaginary parts,
\begin{equation}
\operatorname{Im}\eta\simeq\frac1{\operatorname{Re}\chi_h}
\left[\frac{1+|b|}{2\sqrt{|b|}}\operatorname{Im}\chi_0
-\operatorname{Re}(\eta)\operatorname{Im}\chi_h\right].
\end{equation}
Near $\operatorname{Re}\eta=1$, the low-angle edge, the terms nearly cancel for the symmetric cut: $1-0.95=0.05$ in units of $\operatorname{Im}\chi_0$. For the asymmetric cut the first coefficient is $1.1546/(2\times0.3932)=1.47$, which leaves $0.52$. The loss at that edge is correspondingly greater, and the maximum of the asymmetric curve moves inward, to about $\operatorname{Re}\eta=0.65$. Its computed height is about $0.90$, against $0.97$ for the symmetric cut, whose maximum stays near the edge. With each width taken at half of its own peak, the product exceeds its symmetric value by about 2 per cent. The excess arises mainly because absorption narrows the symmetric curve by about 1 per cent and the asymmetric one by only about 0.1 per cent. These figures depend on the assumed ratio $0.95$; with $0.91$, about the thermal factor of this reflection, the asymmetric maximum lies at $\operatorname{Re}\eta=0.62$, the heights are $0.89$ and $0.96$, and the excess is 1.6 per cent.

The derivation also assumed a single wavelength, which an X-ray tube does not supply. Hold the incident direction fixed and vary $\lambda$. The Bragg angle moves by $d\theta_B=\tan\theta_B\,d\lambda/\lambda$, so the crystal passes a band $\Delta\lambda/\lambda=\omega_0\cot\theta_B$. Over this band the exit direction turns. Differentiating $\cos\phi_h=\cos\phi_0-2\sin\theta_B\sin\tau$ at fixed $\phi_0$,
\begin{equation}
d\phi_h=\frac{2\sin\theta_B\sin\tau}{\sin\phi_h}\frac{d\lambda}{\lambda}
=(1-|b|)\tan\theta_B\frac{d\lambda}{\lambda},
\end{equation}
where $2\cos\theta_B\sin\tau=\sin\phi_h-\sin\phi_0$ was used. The exit spread is thus $\bigl|1-|b|\bigr|\,\omega_0$. It vanishes for the symmetric cut, but here the full solution gives $6.50''$ at half maximum, more than five times the monochromatic $1.190''$.

For the use of such a crystal with a copper tube this matters more than the corrections above. Its K$\alpha$ radiation is a pair of lines, of which only one is considered here. A rough relative line width of $3\times10^{-4}$ smears the Bragg angle by about $60''$, some eight times the acceptance, and each incident direction selects its own band of $3.9\times10^{-5}$ from the line. For a beam that fills the acceptance, the centre of reflection moves by $d\phi_0=\tan\theta_B\,d\lambda/\lambda$, and the exit direction by $|b|\,d\phi_0+(1-|b|)\tan\theta_B\,d\lambda/\lambda=\tan\theta_B\,d\lambda/\lambda$. The narrow emergent width is thus available only to a beam already made monochromatic to much better than $\omega_h\cot\theta_B\approx6\times10^{-6}$, which is $|b|$ times this band; a spectrum one fifth as wide as the band still gives an exit width of about $1.9''$. The tube is also unpolarized. For the field in the plane of incidence the coupling is multiplied by $|\cos2\theta_B|=0.035$, which brings it to $2.4\times10^{-7}$, below $\operatorname{Im}\chi_0$. The lossless width formula does not apply to that half of the beam. At $\operatorname{Re}\eta=0$ the expression for $\operatorname{Im}\eta$, with $\chi_h$ reduced by the same factor, has magnitude $1.47(3.43\times10^{-7})/(2.4\times10^{-7})=2.1$. Then $R=(\sqrt{1+2.1^2}-2.1)^2\simeq0.05$, so this half is reflected weakly.

The crystal must, finally, be thick. Equation \eqref{eq:depth} gives $\Lambda=1371$ nm, far less than a wafer but far more than many epitaxial layers. A 100 nm layer with the same lattice and scattering strength, scattering once, has a half-maximum acceptance of $276.6''$ and an emergent width of $42.8''$. Their product is $0.309$ of that for the same layer in the symmetric cut, in agreement with $\sin\phi_0\sin\phi_h/\sin^2\theta_B$. The wafer and the layer share the ratio $|b|$ between their widths; of the two, the wafer conserves the product. The numerical output below lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
wavelength (input): 0.154 nm
lattice constant (input): 0.543 nm
scattering strength, forward (input): 14.0 electrons
scattering strength, 224 (input): 6.5 electrons
absorption coefficient (input): 1.40e-05 1/nm
Im chi_h / Im chi_0 (input): 0.95
Re chi_0: -1.488e-05
Re chi_h: -6.909e-06
Im chi_0: 3.431e-07
Bragg angle: 44.003 deg
tilt of planes: 35.264 deg
incidence angle to surface: 8.739 deg
exit angle to surface: 79.268 deg
|b|: 0.1546
1/sqrt|b|: 2.5430
sqrt|b|: 0.3932
symmetric width, law: 2.852 arcsec
acceptance, law: 7.253 arcsec
acceptance, law, converted: 35.16 microrad
emergent width, law: 1.122 arcsec
emergent width, law, converted: 5.44 microrad
product of widths, law: 8.134 arcsec^2
centre offset, law: 11.47 arcsec
half-maximum factor: 1.0607
half-max acceptance, full solution: 7.690 arcsec
half-max emergent, full solution: 1.190 arcsec
half-max symmetric, full solution: 3.025 arcsec
product / symmetric product, full solution: 0.99971
|E_h/E_0|^2 at centre, full solution: 0.1547
incident beam width (input): 1.0 mm
emergent beam width: 6.46 mm
extinction depth (intensity 1/e): 1371 nm
absorbing: peak reflectivity, asymmetric: 0.895
absorbing: peak reflectivity, symmetric: 0.968
absorbing: half-max acceptance: 7.682 arcsec
absorbing: half-max emergent: 1.188 arcsec
absorbing: product / symmetric product: 1.0181
largest error of Darwin curve: 0.0013
half-max passband, fixed direction: 3.861e-05
exit spread from that passband: 6.50 arcsec
relative emission line width (input): 3.0e-04
Bragg angle smear from the line: 59.8 arcsec
in-plane polarization factor: 0.0348
nominal incidence 5.0 deg: product ratio 0.9991, refraction estimate 0.9990
nominal incidence 2.0 deg: product ratio 0.9940, refraction estimate 0.9939
nominal incidence 1.0 deg: product ratio 0.9765, refraction estimate 0.9764
nominal incidence 0.5 deg: product ratio 0.9148, refraction estimate 0.9147
film thickness (input): 100.0 nm
film half-max acceptance: 276.6 arcsec
film half-max emergent width: 42.8 arcsec
film product / symmetric film product: 0.3093
\end{verbatim}
